# Mean Scattering Cosine of a Heavy Sputtered Atom in a Light Gas, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the impulse at contact

A calculation that follows sputtered atoms from a target to a substrate must decide what happens to an atom's direction when it strikes a gas atom. One choice is to draw a new direction at random over the whole sphere. The atom then forgets its course in a single collision, and the distance over which direction is lost equals the mean free path. The other choice is to carry the old direction through the collision and turn it by an angle taken from the mechanics. For a copper atom in argon, with both treated as hard spheres and the gas at rest, the two choices differ by a factor of about 7.6 in that distance. The number that decides between them is the mean cosine of the laboratory scattering angle. For hard spheres, and a gas atom at rest, it depends on the mass ratio alone.

### The model and the quantity averaged

A projectile of mass \(m_p\) and velocity \(\mathbf v\) meets a gas atom of mass \(m_g\) at rest. Both are smooth, elastic, classical spheres, so the force between them acts at contact and along the line joining their centres. The centres are then a distance \(d\) apart, the sum of the two radii. The angle \(\theta\) lies between the projectile's velocities before and after the collision, both measured in the laboratory. The result to be derived is

\[
\langle\cos\theta\rangle = 1-\frac{r^2}{3},\qquad r=\frac{m_g}{m_p}\le 1 .
\tag{1}
\]

The average runs over collisions, each counted once. The gas atoms have random positions, so the projectile's line of flight is equally likely to pass through any element of area of the disc of radius \(d\) that faces it. The distance of that line from the gas atom's centre is the impact parameter \(b\).

### What the impulse does

Let \(\mathbf k\) be the unit vector from the projectile's centre to the gas atom's centre at contact. The projectile receives an impulse \(-J\mathbf k\) and the gas atom receives \(+J\mathbf k\), which conserves momentum. The velocities afterwards are

\[
\mathbf v'=\mathbf v-\frac{J}{m_p}\mathbf k,\qquad
\mathbf V'=\frac{J}{m_g}\mathbf k .
\]

Conservation of kinetic energy requires

\[
\frac{m_p v^2}{2}
=\frac{m_p}{2}\left(v^2-\frac{2J}{m_p}\mathbf v\cdot\mathbf k+\frac{J^2}{m_p^2}\right)+\frac{J^2}{2m_g}.
\]

The terms in \(v^2\) cancel. The remainder, divided by the nonzero \(J\), gives

\[
\mathbf v\cdot\mathbf k=\frac J2\left(\frac1{m_p}+\frac1{m_g}\right),
\qquad
J=\frac{2m_pm_g}{m_p+m_g}\,\mathbf v\cdot\mathbf k .
\]

With the gas atom's share of the total mass written as \(q=m_g/(m_p+m_g)\), the projectile leaves with

\[
\mathbf v'=\mathbf v-2q(\mathbf v\cdot\mathbf k)\mathbf k .
\tag{2}
\]

Let \(c\) be the cosine of the angle between \(\mathbf v\) and \(\mathbf k\), so that \(\mathbf v\cdot\mathbf k=vc\). At contact the centres are separated by \(d\), and the part of this separation perpendicular to \(\mathbf v\) is \(b\). Therefore \(b=d\sqrt{1-c^2}\), or

\[
s\equiv c^2=1-\frac{b^2}{d^2}.
\]

The probability that the impact parameter lies in \(db\) is the area of a ring divided by the area of the disc, \(2\pi b\,db/(\pi d^2)=d(b^2/d^2)\). Thus \(b^2/d^2\) is uniformly distributed between 0 and 1, and so is \(s\). A grazing collision has \(s=0\) and a head-on collision has \(s=1\). The diameter has now left the problem: it sets how often collisions occur, but not how the angles are distributed within them.

### Angle and speed after the collision

The component of (2) along the original direction, divided by \(v\), is \(1-2qc^2=1-2qs\). The square of (2), divided by \(v^2\), is

\[
w^2\equiv\frac{v'^2}{v^2}=1-4qc^2+4q^2c^2=1-4q(1-q)s .
\tag{3}
\]

Here \(w\) is the fraction of the speed that is kept. The cosine is the forward component divided by the length:

\[
\cos\theta=\frac{1-2qs}{w}.
\]

It is convenient to introduce

\[
\delta=1-2q=\frac{m_p-m_g}{m_p+m_g}=\frac{1-r}{1+r}.
\]

This is the signed velocity, as a fraction of \(v\), that the projectile keeps in a head-on collision. It is positive for a heavier projectile, which continues forward, and negative for a lighter one, which bounces back. From \(q=(1-\delta)/2\) and \(1-q=(1+\delta)/2\) it follows that \(4q(1-q)=1-\delta^2\). Equation (3) then gives

\[
s=\frac{1-w^2}{1-\delta^2},\qquad
2qs=(1-\delta)\frac{1-w^2}{1-\delta^2}=\frac{1-w^2}{1+\delta}.
\]

Substitution into the cosine leaves a relation between the angle and the retained speed,

\[
\cos\theta=\frac1w\left(1-\frac{1-w^2}{1+\delta}\right)
=\frac{w+\delta/w}{1+\delta}.
\tag{4}
\]

### The average over impact points

Because \(s\) is uniform, the mean cosine is the integral of \(\cos\theta\) over \(s\) from 0 to 1. Differentiating \(s=(1-w^2)/(1-\delta^2)\) gives \(ds=-2w\,dw/(1-\delta^2)\). The limits become \(w=1\) at \(s=0\) and \(w=|\delta|\) at \(s=1\). The modulus is needed because \(w\) is a speed ratio and cannot be negative. Reversing the limits removes the minus sign:

\[
\langle\cos\theta\rangle
=\frac{2}{(1-\delta^2)(1+\delta)}\int_{|\delta|}^{1}(w^2+\delta)\,dw .
\tag{5}
\]

For a heavier projectile \(\delta\ge0\), so the lower limit is \(\delta\). The integral is

\[
\frac{1-\delta^3}{3}+\delta(1-\delta)
=\frac{1-\delta}{3}\left(1+\delta+\delta^2+3\delta\right)
=\frac{1-\delta}{3}\left(1+4\delta+\delta^2\right).
\]

The factor \(1-\delta\) cancels against \(1-\delta^2=(1-\delta)(1+\delta)\), and

\[
\langle\cos\theta\rangle=\frac{2(1+4\delta+\delta^2)}{3(1+\delta)^2}.
\]

To return to the mass ratio, note that \(1+\delta=2/(1+r)\), and multiply numerator and denominator by \((1+r)^2\). The denominator becomes 12. The numerator becomes

\[
2\left[(1+r)^2+4(1-r)(1+r)+(1-r)^2\right]=2(6-2r^2)=12-4r^2 .
\]

Their quotient is \(1-r^2/3\), which is equation (1).

For a lighter projectile \(\delta<0\) and the lower limit in (5) is \(-\delta\). The integral is then

\[
\frac{1+\delta^3}{3}+\delta(1+\delta)=\frac{(1+\delta)^3}{3},
\]

so that

\[
\langle\cos\theta\rangle=\frac{2(1+\delta)}{3(1-\delta)}=\frac{2}{3r},\qquad r\ge1,
\tag{6}
\]

where \(1-\delta=2r/(1+r)\) was used. Both branches give \(2/3\) at equal masses. The condition that the projectile be heavier is therefore needed. At \(r=\sqrt3\), for example, equation (1) would give zero, while the correct value is \(2/(3\sqrt3)\approx0.38\).

### Why the loss is quadratic in the mass ratio

For a very light gas atom, \(q\approx r\), and the sideways velocity in (2) has magnitude \(2qvc\sqrt{1-c^2}\approx2rv\sqrt{s(1-s)}\). The deflection is thus of first order in \(r\). The cosine falls by half the square of the angle, \(\theta^2/2\approx2r^2s(1-s)\). The mean of \(s(1-s)\) over the unit interval is \(1/6\), so the mean loss is \(r^2/3\). The full calculation shows that, in this model, the small-\(r\) expression holds without correction up to equal masses.

Equation (4) also gives the largest deflection. For \(\delta>0\) the sum \(w+\delta/w\) has its minimum at \(w=\sqrt\delta\), which lies between the allowed limits \(\delta\) and 1. There

\[
\cos\theta_{\max}=\frac{2\sqrt\delta}{1+\delta}=(1+r)\sqrt{\frac{1-r}{1+r}}=\sqrt{1-r^2},
\qquad \sin\theta_{\max}=r .
\]

A heavier projectile cannot be turned back by a gas atom at rest. Every collision leaves it inside a forward cone, which explains why a random direction over the whole sphere is a poor replacement.

Two other averages must be kept apart from the mean cosine. The mean forward velocity ratio is \(\langle1-2qs\rangle=1-q=m_p/(m_p+m_g)\), since \(\langle s\rangle=1/2\). For a heavier projectile it is smaller than \(\langle\cos\theta\rangle\), because it includes the loss of speed as well as the turn. The mean fraction of energy kept follows from (3):

\[
f=\langle w^2\rangle=1-2q(1-q)=1-\frac{2m_pm_g}{(m_p+m_g)^2}.
\tag{7}
\]

### Several collisions in a row

Let \(\Theta_n\) be the angle between the original direction and the direction after \(n\) collisions. If the next collision turns the atom by \(\theta\) at azimuth \(\varphi\) about its current direction, spherical trigonometry gives

\[
\cos\Theta_{n+1}=\cos\Theta_n\cos\theta+\sin\Theta_n\sin\theta\cos\varphi .
\]

The azimuth is uniform, so the last term averages to zero. The distribution of \(\theta\) does not depend on speed, so it is independent of what happened before. With \(\mu=1-r^2/3\), therefore,

\[
\langle\cos\Theta_n\rangle=\mu^n .
\]

In a gas of number density \(N\) at rest, the projectile sweeps out a volume \(\pi d^2\) per unit path, so its mean free path is \(\lambda=1/(N\pi d^2)\). This is also independent of speed. Flight number \(j+1\) has mean length \(\lambda\) and mean direction cosine \(\mu^j\). After \(n\) flights in an unbounded gas the mean displacement along the original direction is

\[
L_n=\lambda\sum_{j=0}^{n-1}\mu^j=\lambda\,\frac{1-\mu^n}{1-\mu}.
\tag{8}
\]

For \(n\to\infty\) this tends to \(\lambda/(1-\mu)=3\lambda/r^2\). A random new direction at each collision would correspond to \(\mu=0\) and a length \(\lambda\).

### Copper atoms in argon

Consider copper atoms leaving a copper target in a magnetron chamber filled with argon. Rough typical values are an ejection energy of 5 eV, a pressure of 5 mTorr, a gas temperature of 400 K and a distance of 10 cm to the substrate. The contact distance is set at 0.25 nm. The masses are 63.546 u and 39.948 u, so

\[
r=\frac{39.948}{63.546}=0.6286,\qquad
\mu=1-\frac{0.6286^2}{3}=0.868 .
\]

The largest deflection is \(\arcsin0.6286\approx39^\circ\). The mean forward velocity ratio is \(63.546/103.494=0.614\), and equation (7) gives \(f=0.526\). A collision therefore takes away nearly half the energy on average, but little of the direction.

The ideal-gas law gives \(N=p/(k_BT)=1.207\times10^{20}\ \mathrm{m^{-3}}\), and with \(d=0.25\) nm the mean free path is 4.22 cm. A straight path of 10 cm would contain \(10/4.22=2.4\) collisions on average. After two collisions the mean cosine is \(0.8683^2=0.754\), and after five it is 0.493.

The length \(\lambda/(1-\mu)=4.22/0.1317=32\) cm is 7.6 mean free paths. It is a formal limit. In a gas truly at rest it would hold at any speed, but in a warm gas the atom slows to speeds comparable with those of the gas atoms before the sum in (8) has converged, and their motion then matters. In a gas at rest the mean energy after \(n\) collisions is \(5f^n\) eV, which is 0.20 eV after five. It would reach the thermal value \(3k_BT/2=0.052\) eV after \(\ln(0.0517/5)/\ln0.526=7.1\) collisions. The mean is held up by the atoms that suffered only grazing hits: the median energy after five collisions is about 0.09 eV, and more than a third of the atoms are then already below the thermal value. With the gas at rest, the first five flights contribute

\[
L_5=4.22\times\frac{1-0.4935}{0.1317}=16.2\ \mathrm{cm},
\]

about half the formal limit. A transport calculation should therefore carry the direction through each collision and also follow the energy, rather than use the limiting length for the whole journey.

## Second derivation: an isotropic relative velocity

The symbols carried over are these. A projectile of mass \(m_p\) and velocity \(\mathbf v\) strikes a gas atom of mass \(m_g\), with \(r=m_g/m_p\) and \(q=m_g/(m_p+m_g)\). The spheres touch at centre distance \(d\), and \(\mathbf k\) is the unit vector from projectile to gas atom at contact. The square \(s\) of the cosine between the incoming velocity and \(\mathbf k\) is uniform on \((0,1)\). For a gas atom at rest the first derivation gave a mean laboratory cosine \(\mu=1-r^2/3\) for \(r\le1\), and \(2/(3r)\) for \(r\ge1\). For copper in argon \(r=0.6286\) and \(\mu=0.868\), and the mean free path at 5 mTorr and 400 K is 4.22 cm. The second route reaches the same law by averaging over directions on a sphere, and it shows what becomes of the law when the gas moves.

### The relative velocity loses its direction

Let the gas atom have velocity \(\mathbf V\), and let \(\mathbf g=\mathbf v-\mathbf V\) be the relative velocity, of magnitude \(g\). The collision rule takes the same form in the frame where the gas atom was at rest, with \(\mathbf g\) in place of \(\mathbf v\). The projectile's velocity changes by \(-2q(\mathbf g\cdot\mathbf k)\mathbf k\). By momentum conservation the gas atom's changes by \(+2(1-q)(\mathbf g\cdot\mathbf k)\mathbf k\). Subtraction gives

\[
\mathbf g'=\mathbf g-2(\mathbf g\cdot\mathbf k)\mathbf k .
\]

This is a mirror reflection at the plane of contact. It preserves the length \(g\). The angle \(\chi\) between \(\mathbf g'\) and \(\mathbf g\) obeys

\[
\cos\chi=1-2s .
\]

Since \(s\) is uniform on \((0,1)\), \(\cos\chi\) is uniform on \((-1,1)\). The azimuth about \(\mathbf g\) is uniform too, by the symmetry of the disc of impact points. Equal intervals of cosine and of azimuth mark out equal areas on a sphere, so the direction \(\mathbf n\) of \(\mathbf g'\) is isotropic.

The velocity of the centre of mass is unchanged by the collision:

\[
\mathbf W=\frac{m_p\mathbf v+m_g\mathbf V}{m_p+m_g}.
\]

The projectile moves relative to it with the fraction \(q\) of the relative velocity, so afterwards

\[
\mathbf v'=\mathbf W+u\mathbf n,\qquad u=qg .
\tag{9}
\]

The tip of the final velocity is spread evenly over a sphere of radius \(u\) centred on the tip of \(\mathbf W\).

The first derivation has given the mean cosine for a gas atom at rest, and the second has shown that the tip of the projectile's final velocity is spread evenly over a sphere centred on the tip of \(\mathbf W\). It remains to average the direction over that sphere, which leads to the same law, and to examine what changes when the gas is warm or the repulsion is soft.
